# Diagonal Wigner 3j symbols as discrete Chebyshev polynomials

## Problem

Let $j$ be an integer or half-integer, $m=-j,\dots,j$, and $k$ an integer with $0\le k\le 2j$. Use the Condon–Shortley phases.

(a) Show that, for $j\ge\tfrac12$,
$$\begin{pmatrix} j&1&j\\-m&0&m\end{pmatrix}=(-1)^{j-m}\frac{m}{\sqrt{j(j+1)(2j+1)}} .$$

(b) Derive the corresponding formula for rank 2, where $m$ is replaced by a multiple of $3m^2-j(j+1)$.

(c) Show that for every $k$ the symbol, freed of its alternating sign, is a discrete Chebyshev polynomial in $m$, and find the prefactor.

(d) An electron with $l=2$, $j=5/2$ is held on a spherical shell of radius $a=1$ Å. Two charges $-e$ sit on the $z$ axis at $\pm R$, with $R=3$ Å, and a term $bJ_z$ with $b=0.010$ eV is added ($J_z$ in units of $\hbar$). Find the six levels within the $j=5/2$ manifold, and recover from them the contribution of each rank.

## Solution

### 1. From the symbol to a difference equation

The 3j symbol is defined by
$$\begin{pmatrix} j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\langle j_1m_1\,j_2m_2|j_3\,{-m_3}\rangle ,$$
and it is unchanged by a cyclic permutation of its columns. Moving the last column to the front gives
$$\begin{pmatrix} j&k&j\\-m&0&m\end{pmatrix}=\begin{pmatrix} j&j&k\\m&-m&0\end{pmatrix}=\frac{c_m}{\sqrt{2k+1}},\qquad c_m=\langle j\,m\,j\,{-m}|k\,0\rangle ,$$
because the phase is $(-1)^{j-j-0}=1$. Remove the alternating sign by defining
$$p_k(m)=(-1)^{j-m}\begin{pmatrix} j&k&j\\-m&0&m\end{pmatrix}.$$

The state $|k0\rangle=\sum_m c_m|m,-m\rangle$ of two angular momenta $j$ is an eigenstate of
$$(\mathbf J_1+\mathbf J_2)^2=\mathbf J_1^2+\mathbf J_2^2+2J_{1z}J_{2z}+J_{1+}J_{2-}+J_{1-}J_{2+}$$
with eigenvalue $k(k+1)$. Take the component along $|m,-m\rangle$. The first three terms give $[2j(j+1)-2m^2]c_m$. The operator $J_{1+}J_{2-}$ reaches this state from $|m-1,-m+1\rangle$. Each of its two factors contributes $\sqrt{(j+m)(j-m+1)}$, so their product is
$$A(m)=(j+m)(j-m+1)=j(j+1)-m(m-1).$$
In the same way $J_{1-}J_{2+}$ reaches it from $|m+1,-m-1\rangle$ with the factor $(j+m+1)(j-m)=A(m+1)$. Hence
$$[2j(j+1)-2m^2]c_m+A(m)c_{m-1}+A(m+1)c_{m+1}=k(k+1)c_m .$$

Now insert $c_m=\sqrt{2k+1}\,(-1)^{j-m}p_k(m)$. The two neighbouring terms change sign relative to the others. Since $A(m)+A(m+1)=2j(j+1)-2m^2$, the equation becomes
$$Lp_k=-k(k+1)p_k, \tag{1}$$
$$Lp(m)\equiv A(m+1)[p(m+1)-p(m)]-A(m)[p(m)-p(m-1)].$$
Because $A(-j)=A(j+1)=0$, no value outside the grid $m=-j,\dots,j$ enters.

### 2. Why the solutions are polynomials

Apply $L$ to $m^n$. The backward difference is $m^n-(m-1)^n=nm^{n-1}+\dots$, where the dots stand for lower powers. Multiplication by $A(m)=-m^2+\dots$ gives $-nm^{n+1}+\dots$, and the remaining forward difference gives
$$Lm^n=-n(n+1)m^n+\text{lower powers}.$$

A function on the $2j+1$ grid points is represented by one and only one polynomial of degree at most $2j$. In the basis $1,m,\dots,m^{2j}$ the operator $L$ is therefore triangular, with the distinct eigenvalues $-n(n+1)$, $n=0,\dots,2j$. The eigenvalue $-k(k+1)$ occurs among polynomials of degree at most $k$ but not among those of degree at most $k-1$, so its eigenfunction has degree exactly $k$. The eigenvalue is not degenerate, so $p_k$ is this polynomial up to a factor.

For $n=1$,
$$Lm=A(m+1)-A(m)=-2m ,$$
so $p_1\propto m$. For $n=2$, the differences of $m^2$ are $2m+1$ and $2m-1$, and
$$Lm^2=2m[A(m+1)-A(m)]+A(m+1)+A(m)=-6m^2+2j(j+1).$$
A constant has $L\beta=0$. Requiring $L(m^2+\beta)=-6(m^2+\beta)$ gives $\beta=-j(j+1)/3$, so $p_2\propto 3m^2-j(j+1)$.

### 3. Magnitude

The real coefficients $c_m$ form a unit vector, and the vectors for different $k$ are orthogonal. The alternating signs cancel in products, so
$$\sum_{m=-j}^{j}p_k(m)p_{k'}(m)=\frac{\delta_{kk'}}{2k+1}. \tag{2}$$

The sums needed for ranks 1 and 2 follow from telescoping. Write $X=j(j+1)$ and $\nu=j+\tfrac12$, so that $\nu^2=X+\tfrac14$ and $2\nu=2j+1$. Summing
$$(m+\tfrac12)^3-(m-\tfrac12)^3=3m^2+\tfrac14$$
over the grid gives $2\nu^3=3\sum m^2+\tfrac14\cdot2\nu$, hence
$$\sum m^2=\tfrac13\,2\nu(\nu^2-\tfrac14)=\tfrac13(2j+1)X .$$
Summing $(m+\tfrac12)^5-(m-\tfrac12)^5=5m^4+\tfrac52m^2+\tfrac1{16}$ gives
$$5\sum m^4=2\nu\left[\left(X+\tfrac14\right)^2-\tfrac56X-\tfrac1{16}\right]=(2j+1)\left(X^2-\tfrac13X\right).$$
Therefore
$$\sum(3m^2-X)^2=9\sum m^4-6X\sum m^2+(2j+1)X^2$$
$$=(2j+1)X\left[\frac{9X-3}{5}-2X+X\right]=\frac{(2j+1)X(4X-3)}5 ,$$
and $4X-3=(2j-1)(2j+3)$.

With $p_1=\alpha m$, equation (2) requires $\alpha^2(2j+1)X/3=1/3$. With $p_2=\gamma(3m^2-X)$, it requires $\gamma^2(2j-1)(2j+1)(2j+3)X/5=1/5$. This fixes $|\alpha|$ and $|\gamma|$.

### 4. Sign

The Condon–Shortley convention makes $\langle j\,j\,j\,{k-j}|k\,k\rangle$ positive. This component cannot vanish: the condition $J_+|kk\rangle=0$ links neighbouring components by nonzero factors, so all of them would vanish with it.

Lower $|kM\rangle$ to $|k,M-1\rangle$ and follow the component with $m_1=j$. The operator $J_{1-}$ cannot contribute, because it would have to start from $m_1=j+1$. The operator $J_{2-}$ takes $m_2=M-j$ to $M-1-j$ with the positive factor $\sqrt{M(2j-M+1)}$, and the normalization of the lowered state is positive too. By induction from $M=k$ down to $M=0$, $c_j>0$, and so
$$p_k(j)>0. \tag{3}$$

At $m=j$ the rank-1 polynomial equals $j>0$, so $\alpha>0$. This proves (a). The rank-2 polynomial equals $3j^2-j(j+1)=j(2j-1)$, which is positive for $j\ge1$, so $\gamma>0$. The answer to (b) is
$$\begin{pmatrix} j&2&j\\-m&0&m\end{pmatrix}=(-1)^{j-m}\frac{3m^2-j(j+1)}{\sqrt{(2j-1)j(j+1)(2j+1)(2j+3)}},\qquad j\ge1 .$$

For $j=0$ in rank 1, and for $j=0$ and $j=\tfrac12$ in rank 2, the quotients read $0/0$. There the triangle rule $k\le2j$ is violated and the symbol is zero.

### 5. The whole family

Let $x=j+m$ and $N=2j+1$, so that $x=0,\dots,N-1$. With $\Delta f(x)=f(x+1)-f(x)$ and the falling factorial $x^{\underline k}=x(x-1)\cdots(x-k+1)$, the discrete Chebyshev polynomials are
$$t_k(x;N)=\frac1{k!}\Delta^kg(x),\qquad g(x)=x^{\underline k}(x-N)^{\underline k}.$$

**Orthogonality.** Summation by parts reads
$$\sum_{x=0}^{N-1}q(x)\Delta h(x)=q(N)h(N)-q(0)h(0)-\sum_{x=0}^{N-1}h(x+1)\Delta q(x).$$
Apply it $k$ times to $\sum q\,\Delta^kg$. In step $s$ the boundary terms contain $\Delta^{k-s}g$ at $s-1$ and at $N+s-1$. These involve $g$ at points from $0$ to $k-1$ and from $N$ to $N+k-1$, where $g$ vanishes. What remains is
$$\sum_{x=0}^{N-1}q(x)\Delta^kg(x)=(-1)^k\sum_{x=0}^{N-1}g(x+k)\,\Delta^kq(x). \tag{4}$$
If $q$ has degree below $k$, then $\Delta^kq=0$. So $t_k$, which has degree $k$, is orthogonal to all polynomials of lower degree. Expand $t_k$ in $p_0,\dots,p_k$. The first $k$ of these span the lower degrees and drop out, which leaves $t_k\propto p_k$.

**Norm.** The leading term of $g$ is $x^{2k}$, so that of $t_k$ is $\kappa x^k$ with $\kappa=(2k)!/(k!)^2$. By orthogonality $\sum t_k^2=\kappa\sum x^kt_k$. Use (4) with $q=x^k$, for which $\Delta^kq=k!$. This factor cancels the $1/k!$ in $t_k$:
$$\sum_xt_k^2=\kappa(-1)^k\sum_xg(x+k).$$
Reversing the sign of each of the $k$ factors gives $(x+k-N)^{\underline k}=(-1)^k(N-1-x)^{\underline k}$, so
$$\sum_xt_k^2=\kappa(k!)^2\sum_{x=0}^{N-1}\binom{x+k}{k}\binom{N-1-x}{k}=(2k)!\binom{N+k}{2k+1}.$$
The last sum counts the ways to choose $2k+1$ of $N+k$ ordered objects, sorted by the position $x+k+1$ of the middle chosen one. Thus
$$\sum_xt_k^2=\frac{(N+k)!}{(2k+1)(N-k-1)!}. \tag{5}$$

**Sign.** In $\Delta^kg(N-1)=\sum_{i=0}^k(-1)^{k-i}\binom kig(N-1+i)$ the terms $i=1,\dots,k$ vanish, because they contain $(i-1)^{\underline k}=0$. The term $i=0$ contains $(-1)^{\underline k}=(-1)^kk!$, which gives
$$t_k(N-1)=(N-1)^{\underline k}=\frac{(2j)!}{(2j-k)!}>0 .$$
This agrees in sign with (3), so $p_k=\eta t_k$ with $\eta>0$. Equations (2) and (5) give $\eta^2=(N-k-1)!/(N+k)!$. The answer to (c) is
$$\begin{pmatrix} j&k&j\\-m&0&m\end{pmatrix}=(-1)^{j-m}\sqrt{\frac{(2j-k)!}{(2j+k+1)!}}\;t_k(j+m;2j+1).$$

The leading coefficients $\kappa=2$ and $\kappa=6$ show that $t_1=2m$ and $t_2=2[3m^2-j(j+1)]$. The square roots then supply compensating factors of $\tfrac12$, and the formulas of (a) and (b) return. For $j=m=\tfrac52$ they give $2.5/\sqrt{52.5}=0.3450$ and $10/\sqrt{1680}=0.2440$, in agreement with the symbols built numerically from coupled states.

**Large $j$.** Keep $k$ and $u=m/j$ fixed while $j\to\infty$. To leading order $A\simeq j^2(1-u^2)$, and each difference becomes $j^{-1}d/du$. Equation (1) turns into Legendre's equation $[(1-u^2)p']'=-k(k+1)p$. The discrete family is thus the finite-$j$ counterpart of the Legendre polynomials $P_k(u)$.

### 6. Levels of the $j=5/2$ electron

The Wigner–Eckart theorem states that the component $q=0$ of a rank-$k$ tensor has the diagonal elements
$$\langle jm|T^k_0|jm\rangle=(-1)^{j-m}\begin{pmatrix} j&k&j\\-m&0&m\end{pmatrix}\langle j\|T^k\|j\rangle=p_k(m)\langle j\|T^k\|j\rangle .$$
Its dependence on $m$ is that of $t_k$. One element per rank, for instance that of the stretched state $m=j$, fixes all the others:
$$E(m)=\sum_ke_k\frac{t_k(j+m)}{t_k(2j)}, \tag{6}$$
where $e_k$ is the contribution of rank $k$ at $m=j$.

In atomic units the repulsion from the two charges, for $a<R$, is
$$V=\frac1{|\mathbf r-R\hat z|}+\frac1{|\mathbf r+R\hat z|}=2\sum_{k\ \mathrm{even}}\frac{a^k}{R^{k+1}}P_k(\cos\theta),$$
since the odd terms of the two charges cancel. The potential is axial and does not couple different $m$. The spin-summed angular density of an $l=2$ state of definite $m$ is a weighted sum of $|Y_{2m_l}|^2$, hence a polynomial of degree 4 in $\cos\theta$, so ranks above 4 average to zero. In eV and Å the unit numerators become $K=e^2/4\pi\varepsilon_0=14.40$ eV Å.

The stretched state has $m_l=2$ and spin up. Its density in $c=\cos\theta$ is $\tfrac{15}{16}(1-c^2)^2$, so
$$\langle c^2\rangle=\tfrac{15}8\left(\tfrac13-\tfrac25+\tfrac17\right)=\tfrac17,\qquad \langle c^4\rangle=\tfrac{15}8\left(\tfrac15-\tfrac27+\tfrac19\right)=\tfrac1{21},$$
$$\langle P_2\rangle=\tfrac12\left(\tfrac37-1\right)=-\tfrac27,\qquad \langle P_4\rangle=\tfrac18\left(\tfrac{35}{21}-\tfrac{30}7+3\right)=\tfrac1{21}.$$
The contributions at $m=5/2$ are

- $e_0=2K/R=9.600$ eV (0.3528 hartree);
- $e_1=\tfrac52b=0.025$ eV (0.0009 hartree);
- $e_2=1.0666\times(-0.2857)=-0.305$ eV ($-0.0112$ hartree);
- $e_4=0.1185\times0.0476=0.0056$ eV (0.0002 hartree).

For $N=6$ and $m=\tfrac12,\tfrac32,\tfrac52$ the polynomials are $t_1=1,3,5$; $t_2=-16,-4,20$; $t_4=240,-360,120$. Equation (6) gives, in eV,
$$E(\tfrac52)=9.600+0.025-0.305+0.006=9.326,$$
$$E(\tfrac32)=9.600+0.015+0.061-0.017=9.659,$$
$$E(\tfrac12)=9.600+0.005+0.244+0.011=9.860.$$
For negative $m$ only the rank-1 term changes sign, which gives 9.276, 9.629 and 9.850 eV for $m=-\tfrac52,-\tfrac32,-\tfrac12$. The stretched states lie lowest because their charge is concentrated near the equatorial plane, away from the two negative charges.

Conversely, multiply (6) by $t_k$ and sum over $m$. Orthogonality isolates one rank:
$$e_k=t_k(2j)\,\frac{\sum_mE(m)t_k(j+m)}{\sum_mt_k^2(j+m)} .$$
The numerical check obtains the energies by angular quadrature of the full Coulomb potential, without the multipole expansion. From these unrounded energies,
$$e_1=\frac{5\times0.3500}{70}=0.025\ \text{eV},\qquad e_2=\frac{20\times(-20.479)}{1344}=-0.305\ \text{eV},$$
$$e_4=\frac{120\times18.962}{403200}=0.0056\ \text{eV},$$
while $e_3$ and $e_5$ vanish to the printed accuracy, as they must when no term of rank 3 or 5 is present.

These levels belong to the Hamiltonian projected on $j=5/2$. In an atom the projection is justified when the matrix elements of $V$ between $j=5/2$ and $j=3/2$ are small compared with the spin–orbit separation of the two manifolds, and when its elements to states of other even $l$ and to other radial states with $l=2$, which the even ranks of $V$ also connect to the shell considered, are small compared with the distance to those states. The neglected shifts are of second order, roughly a squared matrix element divided by the energy distance, and they must also be small compared with any contribution that is to be read from the levels. This is most demanding for rank 4, which contributes only 0.0056 eV at $m=5/2$. In the present example the elements of $V$ between $j=5/2$ and $j=3/2$ have magnitudes 0.102 eV for $m=\pm\tfrac12$ and 0.172 eV for $m=\pm\tfrac32$. If $j=5/2$ lies 1.0 eV above $j=3/2$, the $m=\pm\tfrac32$ levels rise by 0.023 eV and the $e_4$ read from the levels falls to 0.0021 eV; for a separation of 0.25 eV it is $-0.0010$ eV, and for 25 eV it is 0.0055 eV. The projected levels of this example are thus an exercise in the algebra and not a description of a d ion with a spin–orbit separation of about 1 eV or less. If $j=5/2$ and $j=3/2$ mix appreciably, the states with $m=\pm\tfrac12$ and $\pm\tfrac32$ no longer have a definite $j$ (those with $m=\pm\tfrac52$ have no $j=3/2$ partner and stay pure within $l=2$), and the amplitudes $e_k$ computed above from the stretched state no longer give the levels of these four states. The form (6) with ranks 0, 1, 2 and 4 still fits them exactly: $m$ remains a good quantum number and $\pm m$ keep the same electrostatic energy, so the levels are $f(|m|)+bm$, and three even amplitudes reproduce any three values of $f$. The fitted even amplitudes are then no longer the matrix elements of the separate ranks of $V$, so in this model a fit with $e_3=e_5=0$ is no evidence that $j$ is pure. The argument relies on the added term being $bJ_z$. A magnetic field couples to $L_z+2S_z$, whose expectation value changes when $j=5/2$ and $j=3/2$ mix, and then $e_3$ and $e_5$ no longer vanish.

## Numbers as computed

```
3j symbols (5/2 k 5/2; -m 0 m), dimensionless, from coupled states
   m      k=1       k=2       k=3       k=4       k=5
 -2.5  0.345033 -0.243975  0.140859 -0.062994  0.018993
 -1.5 -0.207020 -0.048795  0.197203 -0.188982  0.094967
 -0.5  0.069007  0.195180 -0.112687 -0.125988  0.189934
  0.5  0.069007 -0.195180 -0.112687  0.125988  0.189934
  1.5 -0.207020  0.048795  0.197203  0.188982  0.094967
  2.5  0.345033  0.243975  0.140859  0.062994  0.018993
Chebyshev values t_k for N=6, m=-5/2 to 5/2; last: sum of squares
k=0:     1     1     1     1     1     1  | 6
k=1:    -5    -3    -1     1     3     5  | 70
k=2:    20    -4   -16   -16    -4    20  | 1344
k=3:   -60    84    48   -48   -84    60  | 25920
k=4:   120  -360   240   240  -360   120  | 403200
k=5:  -120   600 -1200  1200  -600   120  | 3628800
shell radius a = 1.0 angstrom
charge distance R = 3.0 angstrom
coefficient b of Jz = 0.010 eV
Coulomb constant K = 14.399645 eV angstrom
k=0: 2K a^k/R^(k+1) = 9.599764 eV, <P_k> at m=5/2 = 1.000000
k=2: 2K a^k/R^(k+1) = 1.066640 eV, <P_k> at m=5/2 = -0.285714
k=4: 2K a^k/R^(k+1) = 0.118516 eV, <P_k> at m=5/2 = 0.047619
levels: m, electrostatic part (eV), total energy (eV)
 -2.5  9.300653  9.275653
 -1.5  9.643784  9.628784
 -0.5  9.854854  9.849854
  0.5  9.854854  9.859854
  1.5  9.643784  9.658784
  2.5  9.300653  9.325653
rank components: sum E t_k (eV), e_k (eV), e_k (hartree)
k=0: 57.598582  9.599764  0.3527848
k=1: 0.350000  0.025000  0.0009187
k=2: -20.479496  -0.304754  -0.0111995
k=3: 0.000000  0.000000  0.0000000
k=4: 18.962496  0.005644  0.0002074
k=5: 0.000000  0.000000  0.0000000
```
